# Why wide perpendicular magnetic discs lose spin-torque switching efficiency

A magnetic memory cell stores a bit in a thin disc whose magnetization points up or down along the disc axis. Two of the quantities that matter for its use are compared here. The energy barrier $E_b$ between the two states must be many times $k_BT$, or heat will erase the bit. The current that reverses the magnetization must be small, or writing costs too much. A wider disc has a higher barrier and also needs a larger current, so a useful measure is the ratio $E_b/I_{c0}$, the stability bought per unit of current. In the idealized model studied here, with damping and torque efficiency independent of size, this ratio does not depend on the diameter in small discs. In wide ones it falls, because the current follows the area while the barrier comes to follow the diameter.

The notes below take the current first, then each contribution to the barrier, and then compare them.

## The model

The disc has diameter $D=2R$, thickness $t$ and volume $V=\pi D^2t/4$. The unit vector $\mathbf m$ is the direction of magnetization, uniform through the thickness. Measured from the uniform up or down state, the energy is

$$E=t\int\left[A|\nabla\mathbf m|^2+K(1-m_z^2)\right]d^2r .$$

Here $A$ is the exchange stiffness. The effective anisotropy $K>0$ contains the demagnetizing energy in its local thin-film form. Their ratio sets the length $\delta=\sqrt{A/K}$. The edge is free, so the normal derivative of $\mathbf m$ vanishes there. There is no applied field, chiral exchange, in-plane anisotropy, defect or non-local stray field. Unless stated otherwise, $K$ does not change with $D$.

## First contribution: the instability current

Let $M_s$ be the saturation magnetization and $\gamma>0$ the gyromagnetic ratio. The effective field is minus the variation of the energy density with respect to $M_s\mathbf m$:

$$\mathbf B=B_Km_z\hat{\mathbf z}+\frac{2A}{M_s}\nabla^2\mathbf m,\qquad B_K=\frac{2K}{M_s}.$$

With damping $\alpha$, and with a spin torque of strength $a$ (in field units) that favours the direction $\mathbf p=-\hat{\mathbf z}$, the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}-\gamma a\,\mathbf m\times(\mathbf m\times\mathbf p).$$

Start near the up state and write $\psi=m_x+im_y$ for the small transverse part, taken as a disc mode with $\nabla^2\psi=-k^2\psi$. To first order in $\psi$ the three terms are as follows.

- $\mathbf m\times\mathbf B$ becomes $-iB_k\psi$, with $B_k=B_K+2Ak^2/M_s$. Exchange stiffens the non-uniform modes.
- $\mathbf m\times\dot{\mathbf m}$ becomes $i\dot\psi$, since $\mathbf m\approx\hat{\mathbf z}$ and a cross product with $\hat{\mathbf z}$ is a quarter turn.
- $\mathbf m\times(\mathbf m\times\mathbf p)=\mathbf m(\mathbf m\cdot\mathbf p)-\mathbf p$. As $\mathbf m\cdot\mathbf p=-1$ to this order, its transverse part is $-\psi$.

Therefore $(1-i\alpha)\dot\psi=\gamma(a+iB_k)\psi$. Multiplying by $1+i\alpha$ gives

$$\dot\psi=\frac{\gamma}{1+\alpha^2}\left[(a-\alpha B_k)+i(B_k+\alpha a)\right]\psi .$$

The amplitude grows when $a>\alpha B_k$. Since $B_k$ is smallest at $k=0$, the uniform mode becomes unstable first, at $a=\alpha B_K$, whatever the diameter.

To convert $a$ into a current, note that the disc carries angular momentum $M_sV/\gamma$. The torque term changes it at the rate $(M_sV/\gamma)\gamma a=M_sVa$, apart from the factor $\sin\theta$, where $\theta$ is the angle from the up direction. The efficiency $\eta$, taken as independent of angle and diameter, is defined by setting this rate equal to $\hbar\eta I/(2e)$. At threshold

$$I_{c0}=\frac{2e}{\hbar\eta}M_sV\,\alpha\frac{2K}{M_s}=\frac{4e\alpha}{\hbar\eta}KV .$$

The magnetization cancels, and the current grows as $D^2$ because every part of the disc must be driven against its own damping.

**Does the instability end in reversal?** Follow a uniform magnetization to large angles. Let $\mathbf e_\theta$ and $\mathbf e_\chi$ be the polar and azimuthal unit vectors. Then $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\mathbf e_\chi$ and $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\sin\theta\,\mathbf e_\theta$. The torque without damping is thus

$$\mathbf T=\gamma\sin\theta\,(a\,\mathbf e_\theta+B_K\cos\theta\,\mathbf e_\chi).$$

Solving the equation of motion for $\dot{\mathbf m}$ gives $(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T$. With $\mathbf m\times\mathbf e_\chi=-\mathbf e_\theta$, the polar component is

$$(1+\alpha^2)\dot\theta=\gamma\sin\theta\,(a-\alpha B_K\cos\theta).$$

For $a>\alpha B_K$ the right side is positive at every angle between $0$ and $\pi$, so any initial tilt grows until the moment has reversed. A perfectly aligned moment feels no torque, so a tilt is needed to start. This proves deterministic reversal for uniform motion. In a wide disc other modes may join. On a free uniform precession at angle $\theta$, without damping or spin torque, a weak mode of wavenumber $k$ has the squared frequency $(\gamma B_K)^2k^2\delta^2(k^2\delta^2-\sin^2\theta)$, so it grows once $\sin\theta>k\delta$. The smallest non-zero wavenumber is $3.68/D$, as shown below. For $D=12.65\,\delta$ the growth therefore starts at a tilt of only 17°. In such discs the result gives the threshold of the instability but not the later course of the reversal.

## Second contribution: the coherent barrier

If all spins turn together, the energy is $KV\sin^2\theta$, with its maximum $KV$ when the magnetization lies in the plane. Dividing by the current gives

$$\frac{KV}{I_{c0}}=\frac{\hbar\eta}{4e\alpha}.$$

Neither the size nor the anisotropy remains. The current measures the curvature at the bottom of the energy well, and the barrier measures the height of the pass. For coherent rotation the same function $KV\sin^2\theta$ fixes both. Since the current in this model is fixed by $KV$, the ratio can fall only if the magnet finds a pass lower than $KV$.

**When is there no lower pass?** Every continuous path from up to down passes through a state whose average $m_z$ is zero. Since $|\nabla\mathbf m|^2\ge|\nabla m_z|^2$, the energy of such a state obeys

$$E-KV=t\int\left[A|\nabla\mathbf m|^2-Km_z^2\right]d^2r\ \ge\ t\int\left[A|\nabla m_z|^2-Km_z^2\right]d^2r .$$

A function of zero average on the disc satisfies $\int|\nabla f|^2\ge k_1^2\int f^2$, where $k_1$ is the smallest non-zero wavenumber allowed by a free edge. The corresponding mode is $J_1(k_1r)\cos\vartheta$, with $J_1'(k_1R)=0$. Hence $k_1=2j/D$, where $j=1.841$ is the first zero of $J_1'$, and

$$E-KV\ \ge\ t\,(Ak_1^2-K)\int m_z^2\,d^2r .$$

If $Ak_1^2\ge K$, no path can cross below $KV$, and coherent rotation attains that value. The barrier of this model is therefore exactly $KV$ for

$$D\le D_c=2j\,\delta=3.68\,\delta .$$

## Third contribution: release of non-uniform rotation

Let $\varphi$ be the elevation of the magnetization above the plane, so $m_z=\sin\varphi$, and let $\chi$ be its azimuth. Then $|\nabla\mathbf m|^2=|\nabla\varphi|^2+\cos^2\varphi\,|\nabla\chi|^2$. A uniform azimuth costs least, which leaves

$$E=t\int\left[A|\nabla\varphi|^2+K\cos^2\varphi\right]d^2r .$$

Around the coherent saddle $\varphi=0$, a small change $v$ adds $t\int[A|\nabla v|^2-Kv^2]$. The uniform change lowers the energy; that is the reversal direction itself. A mode of wavenumber $k_1$ lowers it too once $Ak_1^2<K$, that is, once $D>D_c$. One half of the disc then tips up while the other tips down. The mode has two orientations, so the coherent state gains two more downhill directions and is no longer the pass.

The new saddle has $\varphi$ odd about a diameter. It is stationary under

$$\delta^2\nabla^2\varphi+\tfrac12\sin2\varphi=0$$

with a free edge, and it has the lowest energy among such odd states. Just above $D_c$ its energy follows from $\varphi=cu$, with $u=J_1(k_1r)\cos\vartheta$ and a small amplitude $c$. Insert $\cos^2\varphi=1-\varphi^2+\varphi^4/3-\dots$ and $\int|\nabla u|^2=k_1^2\int u^2$, the latter by partial integration. With $\langle\,\rangle$ the average over the disc and $x=1-k_1^2\delta^2=1-(D_c/D)^2$,

$$\frac{E}{KV}=1-c^2x\langle u^2\rangle+\frac{c^4}{3}\langle u^4\rangle+\dots$$

Setting the derivative with respect to $c^2$ to zero gives $c^2=3x\langle u^2\rangle/(2\langle u^4\rangle)$, and

$$\frac{E_b}{KV}=1-\frac34\,\frac{\langle u^2\rangle^2}{\langle u^4\rangle}\,x^2+O(x^3)=1-0.428\left[1-\left(\frac{D_c}{D}\right)^2\right]^2+\dots$$

The coefficient comes from numerical integration of the Bessel functions. Other odd modes are driven at order $c^3$, so they change the energy only at order $c^6$, that is, $x^3$. The loss starts from zero with zero slope: $D_c$ marks a change of mechanism, not a sudden drop.

**Is the odd state the true pass?** For $D=5\delta$, diagonalizing the second variation of the energy with respect to $\varphi$, at fixed azimuth, on a polar grid gives lowest eigenvalues $-0.38K$, $0$ and $0.71K$. The zero belongs to rotation of the pattern about the disc axis. A change of azimuth adds $t\int A\cos^2\varphi\,|\nabla\chi|^2d^2r\ge0$ to second order, so it supplies no further downhill direction, and there is exactly one. Following the energy downhill from the two sides leads to the up and the down state, so the barrier cannot exceed this saddle energy. That nothing lower exists is proved above only for $D\le D_c$. For wider discs the evidence is numerical: at $D=7\delta$, minimizing the energy from six random starts, with a penalty that holds the average $m_z$ near zero, gave a lowest value equal to the odd saddle's energy to four digits.

## Fourth contribution: the wall

As the disc widens, the odd state becomes two uniform domains separated by a wall. For a straight wall in an unbounded film, completing the square gives its energy per unit area:

$$\int\left[A\varphi'^2+K\cos^2\varphi\right]dx=\int\left(\sqrt A\,\varphi'-\sqrt K\cos\varphi\right)^2dx+2\sqrt{AK}\,\bigl[\sin\varphi\bigr]_{-\infty}^{\infty}.$$

The last bracket equals 2. The square vanishes when $\varphi'=\cos\varphi/\delta$, whose solution is $\sin\varphi=\tanh(x/\delta)$. The wall energy is thus $4\sqrt{AK}$ per unit area. A wall along a diameter has area $tD$, so to leading order

$$E_b\simeq4\sqrt{AK}\,tD .$$

Reversal through such a state proceeds by a wall entering at one edge and leaving at the other. The cost is greatest near the middle, where the wall is longest. The interior of each domain costs nothing, which is why the barrier no longer knows the area.

**Correction from the round edge.** On the wall profile both energy terms equal $K\,\mathrm{sech}^2(x/\delta)$. Only the line $x=0$ has the full length $D$; at distance $x$ the chord is $2\sqrt{R^2-x^2}\approx2R-x^2/R$. Therefore

$$E\simeq2Kt\int_{-\infty}^{\infty}\mathrm{sech}^2\!\left(\frac x\delta\right)\left(2R-\frac{x^2}{R}\right)dx .$$

Extending the limits costs an exponentially small error. The integrals are $\int\mathrm{sech}^2(x/\delta)\,dx=2\delta$ and $\int x^2\,\mathrm{sech}^2(x/\delta)\,dx=\pi^2\delta^3/6$. The second follows from $\mathrm{sech}^2y=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2ny}$ for $y>0$, integrated term by term. Thus

$$E\simeq2Kt\left(4R\delta-\frac{\pi^2\delta^3}{6R}\right)=4\sqrt{AK}\,tD\left[1-\frac{\pi^2}{6}\left(\frac\delta D\right)^2\right],$$

using $K\delta=\sqrt{AK}$ and $R=D/2$.

The straight profile does not quite satisfy the free-edge condition. Its normal derivative at the edge is about $(x/R)\,\mathrm{sech}(x/\delta)/\delta$, smaller than the slope inside the wall by a factor of order $\delta/R$. This mismatch is odd in $x$, so it does not shift the wall sideways, which is the one change that costs nothing and could spread along the wall. The correction to $\varphi$ is then of order $\delta/R$ and is confined to a patch of area about $\delta^2$ at each end of the wall. Near a stationary state the energy gain is quadratic in the mismatch, so it is of order $Kt\delta^2(\delta/R)^2$. Relative to $4Kt\delta D$ this is of order $(\delta/D)^3$, and the coefficient $\pi^2/6=1.645$ stands. Saddle energies computed at $D=10\delta$ and $20\delta$, extrapolated linearly in $\delta/D$, give 1.55. The 6% difference comes from the neglected higher orders. The relative deficit below $4\sqrt{AK}\,tD$, multiplied by $(D/\delta)^2$, is 2.09, 1.90, 1.82 and 1.76 at $D/\delta=10$, 15, 20 and 30, and a cubic fit in $\delta/D$ through these values extrapolates to 1.64.

## Weighing the contributions

Dividing the wall barrier by the current gives, for $D\gg\delta$,

$$\frac{E_b}{I_{c0}}\simeq\frac{\hbar\eta}{4e\alpha}\,\frac{4\sqrt{AK}\,tD}{K\pi D^2t/4}=\frac{\hbar\eta}{4e\alpha}\,\frac{16}{\pi}\,\frac\delta D .$$

Equating this with the coherent value suggests a crossover at $D=16\delta/\pi=5.09\,\delta$. That is where two limiting laws cross, not where the loss begins. At this diameter the barrier is already down to $0.883\,KV$.

The full curve needs the saddle between the limits. I solved its equation by Newton iteration on a finite-volume polar grid and extrapolated the energy from two grid spacings. The characteristic diameters are:

- onset of loss: $3.68\,\delta$;
- 10% loss of efficiency: $4.94\,\delta$;
- 50% loss of efficiency: $9.97\,\delta$.

The crossover is therefore broad. Its onset is sharp in the model, but the diameter must grow by a factor of 2.7 beyond it before half the efficiency is gone.

## A worked example

Take round model parameters: $A=10$ pJ/m, $K=0.25$ MJ/m³, $t=1.5$ nm, $\alpha=0.01$, $\eta=0.6$ and $T=300$ K. Then

$$\delta=\sqrt{\frac{1.0\times10^{-11}}{2.5\times10^{5}}}\ \text{m}=6.32\ \text{nm},$$

and the onset lies at $D_c=3.682\times6.325=23.3$ nm. The 10% and 50% losses fall at 31.3 nm and 63.1 nm. The coherent efficiency $\hbar\eta/(4e\alpha)$ is 2.38 $k_BT$ per µA.

For $D=40$ nm the coherent barrier is $KV=113.8\,k_BT$, so the current is $113.8/2.384=47.7$ µA. The simple wall formula gives $91.6\,k_BT$, and the computed saddle gives $85.6\,k_BT$. The efficiency is $85.6/47.7=1.79\,k_BT$ per µA, three quarters of the coherent value. In the table, energies are in $k_BT$ and currents in µA.

| $D$ (nm) | $KV$ | $E_b$ | $I_{c0}$ | $E_b/I_{c0}$ |
|---|---|---|---|---|
| 20 | 28.4 | 28.4 | 11.9 | 2.38 |
| 30 | 64.0 | 59.0 | 26.8 | 2.20 |
| 40 | 113.8 | 85.6 | 47.7 | 1.79 |
| 60 | 256.0 | 134.2 | 107.4 | 1.25 |
| 80 | 455.1 | 181.0 | 190.9 | 0.95 |

From 20 to 80 nm the current rises 16 times and the barrier 6.4 times, so the efficiency falls to 40% of its initial value. The marginal return is poorer still. Going from 60 to 80 nm adds $46.8\,k_BT$ for 83.5 µA, or $0.56\,k_BT$ per µA.

The near-onset law can be compared at 30 nm. There $x=1-(3.682/4.743)^2=0.397$, which gives $E_b/KV=1-0.428\times0.397^2=0.932$; the computed ratio is 0.922. At 80 nm the simple wall formula gives $183.2\,k_BT$, about 1% above the saddle.

The local exponent $p$ in $E_b\propto D^p$, taken between neighbouring diameters, falls from 1.80 to 1.29, 1.11 and 1.04. Growth "with the diameter" is thus a good description only for the largest diameters in the table. The exponent stays above 1 because the edge correction shrinks as the disc widens: differentiating the wide-disc law gives $p\approx1+(\pi^2/3)(\delta/D)^2$, or 1.03 near 70 nm; the higher-order terms raise this to 1.04.

## Anisotropy as a second route to the same loss

In this model $E_b/KV$ depends on $D/\delta=D\sqrt{K/A}$ alone, as rescaling lengths by $\delta$ shows. Raising $K$ at fixed $D$ therefore moves a device along the same curve as widening it. Far above onset the barrier grows as $\sqrt K$ and the current as $K$, so the added stability is bought at falling efficiency. Below onset both grow as $K$ and nothing is lost. Raising $A$ helps above onset, since it raises the wall energy without changing the instability current.

The same scaling covers an anisotropy that varies with diameter, provided it remains uniform within each disc. One then uses $\delta(D)$, and the onset is where $D=3.68\,\delta(D)$. This does not cover the size-dependent shape anisotropy, which is non-local and acts differently on the uniform state and on the wall, as the next section shows. If $K$ falls as the disc widens, $\delta$ grows, and the onset comes at a larger diameter than it would if $K$ had kept the value it has in a disc still below the onset.

## Where the result stops

An important omission is the non-local stray field. It changes the energy of a two-domain state relative to a uniform one, and it makes the internal field vary towards the edge, so both the wall barrier and the order of the unstable modes can shift. The effect is not small. For the discs of the worked example with $M_s=1$ MA/m, a first-order estimate with fixed magnetization profiles raises $KV$, and with it the current of the uniform mode, by about 60% at 20 nm, 37% at 40 nm and 22% at 80 nm. The wall barrier rises by about 13% at 40 nm and changes by less than 2% at 80 nm, so the efficiency there falls by a little under a fifth. In the same estimate the onset moves from 23 nm to about 16 or 17 nm, so the 20 nm disc no longer reverses coherently. The table thus shows the trend of the local model with constant $K$, not values for a real device. Where damage reduces the anisotropy at the edge, the ends of the wall cost less, which can lower the barrier.

The mode order also matters for strongly driven wide discs. The first non-uniform modes become unstable at $I_{c0}[1+(D_c/D)^2]$. For 80 nm this is only $(3.682/12.65)^2=8.5\%$ above the coherent threshold, so a modest overdrive excites them too.

Finally, $I_{c0}$ is the threshold for a long pulse at zero temperature. A short pulse needs more current, because the tilt must grow within the pulse, and heat allows slow reversal below threshold. The retention time also depends on a prefactor that the barrier does not supply. The ratio $E_b/I_{c0}$ compares an energy with a linear threshold, and the diameters found here apply to that ratio.
